\section*{Surface Potential Beyond Twice the Fermi Potential in a MOS Structure}

Take the model metal-oxide-semiconductor (MOS) structure specified below, with a 100 angstrom oxide and a doping of $10^{-7}$ per cubic angstrom, and raise its gate one volt above the classical threshold. The inversion layer then holds 0.838 of the charge predicted by the classical picture, in which the surface potential stops at twice the bulk Fermi potential and the bulk charge stays at its depletion value for that potential. A tangent drawn to the charge curve at this point meets zero 0.120 eV above the classical threshold, not at it. Both numbers follow from a surface potential that has gone on rising.

\section{A counter-example to locking}

\subsection{Model and gate equation}

The semiconductor is p-type and uniformly doped, in equilibrium, with fully ionized acceptors and Boltzmann carriers. The gate is a metal and the oxide and its interface carry no charge. The algebra uses atomic units, with $e=1$ and $4\pi\epsilon_0=1$. Voltages are quoted as energies of a unit charge, so 0.1 eV stands for 100 mV.

Let $x$ be the depth below the oxide and $\psi(x)$ the electrostatic potential relative to the deep bulk, with surface value $s=\psi(0)$. Let $T$ be the thermal energy, $N$ the doping, $n_i$ the intrinsic density and $F=T\ln(N/n_i)$ the bulk Fermi potential. The bulk electron density is $n_i^2/N=Ne^{-2F/T}$, so the carrier densities are
\begin{equation}
p=Ne^{-\psi/T},\qquad n=Ne^{(\psi-2F)/T}.
\end{equation}
At $\psi=2F$ the electron density equals the doping. This is the usual criterion for the onset of strong inversion. The locking claim says that $s$ stays there when the gate voltage is raised further.

Poisson's equation is $\psi''=-(4\pi/\epsilon_s)\rho$. Dropping terms of relative size $e^{-2F/T}$, which is $10^{-14}$ in the example, gives
\begin{equation}
\psi''=\frac{4\pi N}{\epsilon_s}\left[1-e^{-\psi/T}+e^{(\psi-2F)/T}\right].
\end{equation}
Multiply by $\psi'$. The left side becomes $(\psi'^2/2)'$ and the right side is also a total derivative. Integrating from the bulk, where $\psi=\psi'=0$, gives
\begin{equation}
\psi'^2=\frac{8\pi N}{\epsilon_s}h(\psi),\qquad
h(\psi)=\psi-T+Te^{-\psi/T}+Te^{(\psi-2F)/T}.
\label{first}
\end{equation}
The constant $-T$ makes $h$ vanish in the bulk, to the accuracy kept.

Let $G$ be the gate voltage measured from flat band. The oxide, of thickness $t$, drops $G-s$ in a uniform field. Continuity of the displacement requires $\epsilon_{ox}(G-s)/t=\epsilon_s|\psi'(0)|$, hence
\begin{equation}
G=s+\gamma\sqrt{h(s)},\qquad
\gamma=\frac{t}{\epsilon_{ox}}\sqrt{8\pi\epsilon_sN}.
\label{gate}
\end{equation}
At $s=2F$ the last term of $h$ is $T$ and cancels $-T$, so $h=2F$ and
\begin{equation}
G=V_0\equiv 2F+\gamma\sqrt{2F}.
\end{equation}
The classical threshold $V_0$ is thus the gate voltage at which $s$ reaches $2F$. Nothing in Eq.~(\ref{gate}) stops $s$ at that value.

\subsection{The numbers}

The parameters are round model values: 300 K, $N=10^{-7}$ and $n_i=10^{-14}$ per cubic angstrom, $\epsilon_s=12$, $\epsilon_{ox}=4$ and $t=100$ angstrom. Then $T=0.02585$ eV and $2F=0.8334$ eV. In eV and angstrom the squared unit charge is 14.40 eV angstrom, and it multiplies $N$ under the root:
\begin{equation}
\gamma=\frac{100}{4}\sqrt{8\pi\,(12)(10^{-7})(14.40)}=0.521\ \mathrm{eV}^{1/2}.
\end{equation}
Therefore $V_0=0.8334+0.4756=1.3090$ eV.

Now set $G=V_0+1=2.3090$ eV. For $s$ near 1 eV the hole term $Te^{-s/T}$ is negligible. Squaring Eq.~(\ref{gate}) and solving for the exponential gives
\begin{equation}
s=2F+T\ln\left\{\frac{1}{T}\left[\left(\frac{G-s}{\gamma}\right)^2-s+T\right]\right\}.
\label{log}
\end{equation}
The unknown also stands on the right, but it matters little there. Start with the locked value $s=0.8334$ eV. The square is $(1.4756/0.521)^2\simeq8.02$ eV, the bracket is 7.21 eV, and the logarithm of $7.21/0.02585\simeq279$ is 5.63. The result is $s=0.9790$ eV. A second substitution gives 0.9722 eV, and the root is 0.9726 eV.

The locked value therefore contradicts the equation it should satisfy. The surface potential has risen by 0.139 eV, or $5.4T$, above $2F$. The results at several overdrives $D=G-V_0$, in eV, are as follows. Here $q$ and $b$ are the inversion charge and the bulk charge divided by the oxide capacitance, and $V_{ext}$ is the gate voltage at which the tangent to $q(G)$ meets zero.

\begin{center}
\begin{tabular}{ccccc}
$D$ & $s-2F$ & $q$ & $b$ & $V_{ext}-V_0$\\
0.25 & 0.083 & 0.154 & 0.489 & 0.061\\
0.50 & 0.110 & 0.371 & 0.495 & 0.091\\
1.00 & 0.139 & 0.838 & 0.498 & 0.120\\
2.00 & 0.170 & 1.805 & 0.501 & 0.150\\
4.00 & 0.203 & 3.771 & 0.502 & 0.182
\end{tabular}
\end{center}

These values were tested against a direct solution of Poisson's equation on a grid in depth, with the electrons summed over the grid and the tangent slope taken from neighbouring gate voltages. The surface potentials agree within $10^{-4}$ eV and the threshold shifts within $10^{-3}$ eV. The numerical output gives the details.

\section{The correct statement}

Write $y=(s-2F)/T$. Within the model above, and for $s\geq 2F\gg T$:

\begin{enumerate}
\item The surface potential has no upper bound, and its slope against $\ln(G-s)$ tends to $2T$.
\item The bulk charge $b$ does have an upper bound, which it approaches as $s$ rises.
\item The tangent to $q(G)$ meets zero at $V_{ext}$, where
\begin{equation}
V_{ext}-V_0=(s-2F)+\left(b-\gamma\sqrt{2F}\right)
-q\,\frac{2\sqrt h+\gamma}{\gamma e^y}.
\label{shift}
\end{equation}
This shift increases with the gate voltage at which the tangent is drawn.
\end{enumerate}

A shift above 100 mV is therefore a property of a device together with a bias. In the example it is reached at $D=0.622$ eV.

\section{Proof}

\subsection{The logarithmic rise}

The right side of Eq.~(\ref{gate}) is finite at every finite $s$ and increases with $s$. An unlimited increase of $G$ therefore requires an unlimited increase of $s$.

For the rate, take the logarithm of $G-s=\gamma\sqrt h$ and differentiate:
\begin{equation}
\frac{d\ln(G-s)}{ds}=\frac{1}{2h}\frac{dh}{ds}=\frac{1+e^y}{2h},
\end{equation}
where $e^{-s/T}$ has been neglected beside 1. Invert this and insert $h=s-T+Te^y$:
\begin{equation}
\frac{ds}{d\ln(G-s)}=\frac{2h}{1+e^y}
=2T\left[1+\frac{s/T-2}{1+e^y}\right].
\label{slope}
\end{equation}
The correction is positive and dies out exponentially in $y$, so the slope approaches $2T$ from above. The grid solution gives a mean slope of $2.19T$ between $D=1$ and 2 eV, and $2.06T$ between 2 and 4 eV.

The factor 2 has a simple origin. When electrons dominate, the squared surface field is proportional to their surface density, which grows as $e^{s/T}$. The field itself grows as $e^{s/2T}$.

Equation~(\ref{slope}) also shows why locking looks plausible. Call the slope $\sigma$. Then $ds=\sigma(dG-ds)/(G-s)$, and collecting $ds$ gives
\begin{equation}
\frac{ds}{dG}=\frac{\sigma}{G-s+\sigma}.
\end{equation}
At $D=1$ eV this is 0.043, so one more volt on the gate moves the surface potential by less than 43 meV, since the rate is falling. The local slope is small, but the rise accumulated since threshold is 139 meV, and the accumulated rise is what enters the charge.

\subsection{What saturates is the bulk charge}

Integrate Poisson's equation over depth. The field vanishes in the bulk and $-\psi'(0)=\epsilon_{ox}(G-s)/(\epsilon_st)$, so the oxide drop measures the total charge:
\begin{equation}
G-s=b+q.
\label{balance}
\end{equation}
With the electron density counted in excess of its bulk value,
\begin{equation}
q=\frac{4\pi t}{\epsilon_{ox}}\int_0^\infty
\left(n-Ne^{-2F/T}\right)dx,\qquad
b=\frac{4\pi t}{\epsilon_{ox}}\int_0^\infty N\left(1-e^{-\psi/T}\right)dx.
\end{equation}
Since $\psi$ falls with depth, Eq.~(\ref{first}) gives $dx=-d\psi/\sqrt{8\pi Nh/\epsilon_s}$. The prefactor becomes $(4\pi tN/\epsilon_{ox})\sqrt{\epsilon_s/(8\pi N)}=(t/\epsilon_{ox})\sqrt{2\pi\epsilon_sN}=\gamma/2$, so
\begin{equation}
b=\frac{\gamma}{2}\int_0^s\frac{1-e^{-\psi/T}}{\sqrt{h(\psi)}}\,d\psi,\qquad
\frac{dq}{ds}=\frac{\gamma}{2}\frac{e^y}{\sqrt{h(s)}},
\label{charges}
\end{equation}
where the second relation again drops $e^{-2F/T}$.

The integrand for $b$ is positive, so $b$ increases with $s$. At large $\psi$ it falls as $e^{-(\psi-2F)/2T}$, so the integral converges. Physically, each further step of potential is taken up in a strong field, hence in a very thin layer that contains few acceptors.

The limit can be estimated. Without the electron term, $dh/d\psi=1-e^{-\psi/T}$ and the integral gives $b=\gamma\sqrt{h}\simeq\gamma\sqrt{s-T}$. Electrons cut this growth off where their term in $h$ becomes comparable with $2F$. Set $\psi=2F+T[\ln(2F/T)+z]$, so that the electron term is $2Fe^z$. Over the few $T$ that matter, hold the slowly varying part of $h$ at $2F$, so that $h\simeq2F(1+e^z)$. The integral needed starts at $z=-A$, with $A$ large. With $r=\sqrt{1+e^z}$ one has $dz=2r\,dr/(r^2-1)$, and
\begin{equation}
\int_{-A}^{\infty}\frac{dz}{\sqrt{1+e^z}}
=\int_{r_A}^{\infty}\frac{2\,dr}{r^2-1}
=\ln\frac{r_A+1}{r_A-1}\simeq A+2\ln2,
\end{equation}
because $r_A\simeq1+e^{-A}/2$. Without electrons the integrand would be 1. The electrons therefore act like a sharp end of the integral at $z=2\ln2$. Using that potential in $\gamma\sqrt{\psi-T}$ gives
\begin{equation}
b_{max}\simeq\gamma\sqrt{2F+T\left[\ln(2F/T)+2\ln2-1\right]}.
\end{equation}
In the example this is 0.5033 eV, and the full integral is 0.5037 eV. The bulk charge thus ends about 6\% above its classical value $\gamma\sqrt{2F}=0.4756$ eV. The form without electrons, $\gamma\sqrt{s-T}$, gives 0.507 eV at $D=1$ eV, where the true value is 0.498 eV. It already exceeds the limit, since it ignores the strong field inside the inversion layer.

\subsection{The extrapolated threshold}

At small drain bias and constant mobility the drain current is proportional to $q$, so a tangent to the current and a tangent to $q$ meet zero at the same gate voltage,
\begin{equation}
V_{ext}=G-q\,\frac{dG}{dq}.
\end{equation}
Differentiating Eq.~(\ref{gate}) gives $dG/ds=1+\gamma(1+e^y)/(2\sqrt h)$. Division by $dq/ds$ from Eq.~(\ref{charges}) yields
\begin{equation}
\frac{dG}{dq}=\frac{2\sqrt h+\gamma(1+e^y)}{\gamma e^y}
=1+\frac{2\sqrt h+\gamma}{\gamma e^y}.
\label{dgdq}
\end{equation}
By Eq.~(\ref{balance}), $G-q=s+b$. Inserting both results and subtracting $V_0=2F+\gamma\sqrt{2F}$ gives Eq.~(\ref{shift}).

It remains to show that the shift grows with bias. Differentiating the definition of $V_{ext}$ gives $dV_{ext}/dG=-q\,(d/dG)(dG/dq)$, so $dG/dq$ must fall as $s$ rises. By Eq.~(\ref{dgdq}) this concerns $(2\sqrt h+\gamma)e^{-y}$. Its derivative with respect to $s$ is
\begin{equation}
e^{-y}\left[\frac{1+e^y}{\sqrt h}-\frac{2\sqrt h+\gamma}{T}\right],
\end{equation}
which is negative if $T(1+e^y)<2h+\gamma\sqrt h$. Since $2h=2s-2T+2Te^y$, this holds whenever $2s>3T$, and so throughout $s\geq2F\gg T$. The ideal curve $q(G)$ therefore keeps steepening in strong inversion and offers no point of greatest slope. The bias of the tangent has to be stated with the threshold.

\section{Reading the shift}

At $D=1$ eV the three terms of Eq.~(\ref{shift}) are
\begin{equation}
0.1392+0.0226-0.0417=0.1201\ \mathrm{eV},
\end{equation}
or 120 mV. The first two are the drive that does not reach the inversion layer. Their sum, 0.162 eV, is the charge missing from the locked prediction $q=D$, which holds $s$ at $2F$ and $b$ at $\gamma\sqrt{2F}$. The last term is the part that the tangent conceals: because $s$ and $b$ are still rising, the slope $dq/dG$ is below 1, and a flatter line meets zero further to the left. A linear charge model fitted at this bias therefore needs two changes, a threshold raised by 0.120 eV and a slope of $0.838/(1-0.120)\simeq0.95$.

Two limits frame this result. Far above threshold, $e^y\simeq h/T$ and $q\simeq G-s=\gamma\sqrt h$, so the concealed part tends to $2T$, while $s-2F$ grows without bound. At threshold itself $s=2F$, $h=2F$ and $b=\gamma\sqrt{2F}-q$, so that
\begin{equation}
V_{ext}-V_0=-q\left[1+\frac{2\sqrt{2F}+\gamma}{\gamma}\right]
\simeq-0.0076\,(5.5)\simeq-0.04\ \mathrm{eV}.
\end{equation}
A tangent drawn there meets zero below $V_0$. The shift thus changes sign before it becomes large.

Device parameters enter the potential rise through the logarithm in Eq.~(\ref{log}). At $D=1$ eV, halving the oxide thickness raises the shift to 0.135 eV, and doubling it lowers the shift to 0.110 eV. A tenfold higher doping gives 0.105 eV, and a tenfold lower one 0.148 eV. All four exceed 0.1 eV at this overdrive, some by a small margin.

The logarithm belongs to Boltzmann electrons. At $D=1$ eV their surface density is $2.2\times10^{-5}$ per cubic angstrom, close to the effective band density of $3\times10^{-5}$ assumed for a check with Fermi--Dirac statistics. That check raises $s-2F$ from 0.139 to 0.142 eV. The direction follows from the electron term in $h$, which is the electron pressure divided by $N$. At a given potential, Fermi--Dirac occupation is below the Boltzmann factor at every energy, so the pressure is lower and more band bending is needed for the same field. Degeneracy thus moves the surface potential further from locking. The extrapolated shift moves slightly the other way, because the part concealed by the tangent grows more: it falls from 0.120 to 0.119 eV at $D=1$ eV, and 100 mV is reached at $D=0.630$ eV instead of 0.622 eV. At higher overdrive the Boltzmann form is no longer a good approximation for this band density: at $D=4$ eV it gives a surface density of $2.6\times10^{-4}$ per cubic angstrom, far above $3\times10^{-5}$. The last two rows of the table and the limiting slope $2T$ therefore describe the Boltzmann model, not a real device at such a bias. The same holds for two of the four devices above: at $D=1$ eV the halved oxide and the tenfold higher doping have Boltzmann surface densities of 2.1 and 1.7 times the band density, and Fermi--Dirac statistics lower their shifts to 0.131 and 0.104 eV.

Quantum confinement is left out. The surface field is $1.336/(3\times100)\simeq0.0045$ eV per angstrom, so the classical electron density has an initial decay length $T/|\psi'(0)|$ of about 6 angstrom at the surface. This is much shorter than the thermal wavelength of a free electron at 300 K, about 43 angstrom, so discrete levels do matter in a real inversion layer. Their effect is not small: with silicon valley masses (0.916 and 0.19 electron masses) and a hard wall at the oxide, a self-consistent Schr\"odinger--Poisson treatment of the same structure at $D=1$ eV gives a rise of about 0.20 eV, $q\simeq0.77$ eV and a shift of about 0.16 eV. The figures above belong to the classical model and should not be read as predictions for a particular device. Gate depletion and a mobility that varies with field are also absent, and either would change an extrapolation made from measured current.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, thermal energy T = 0.02585 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
permittivities: semiconductor 12, oxide 4
doping 1.0e-07, intrinsic density 1.0e-14 angstrom^-3
oxide thickness 100 angstrom
F = 0.4167 eV, 2F = 0.8334 eV
gamma = 0.5210 eV^0.5
gamma*sqrt(2F) = 0.4756 eV
classical threshold V0 = 1.3090 eV above flat band
at V0, depth-grid solution: s = 0.8334 eV, q = 0.0076 eV
overdrive D = G-V0; all entries in eV except rise/T
   D     s-2F   rise/T    q       b     shift  grid shift
 0.25  0.0827   3.20   0.1535  0.4894  0.0605  0.0605
 0.50  0.1103   4.27   0.3708  0.4945  0.0908  0.0908
 1.00  0.1392   5.38   0.8382  0.4982  0.1201  0.1201
 2.00  0.1701   6.58   1.8049  0.5006  0.1500  0.1500
 4.00  0.2029   7.85   3.7706  0.5021  0.1816  0.1816
log slope, D 1 to 2 eV: 2.191 T
log slope, D 2 to 4 eV: 2.058 T
at D = 1 eV: s = 0.9726 eV, G = 2.3090 eV
  oxide drop G-s = 1.3364 eV, h = 6.5801 eV
  potential rise 0.1392 eV
  added bulk charge 0.0226 eV
  part hidden by the tangent 0.0417 eV
  extrapolated shift 0.1201 eV = 120 mV
  q/D = 0.8382 (locking predicts 1)
  log formula, substitution 1: s = 0.9790 eV
  log formula, substitution 2: s = 0.9722 eV
  ds/dG = 0.0430
saturated bulk charge: integral 0.5037, formula 0.5033 eV
bulk charge at D = 1 eV: true 0.4982, square-root form 0.5069 eV
shift reaches 0.1 eV (100 mV) at D = 0.622 eV
other devices at D = 1 eV:
  t 50 angstrom, N 1e-07 angstrom^-3: rise 0.1661, shift 0.1351 eV
  t 200 angstrom, N 1e-07 angstrom^-3: rise 0.1147, shift 0.1099 eV
  t 100 angstrom, N 1e-08 angstrom^-3: rise 0.1847, shift 0.1476 eV
  t 100 angstrom, N 1e-06 angstrom^-3: rise 0.1010, shift 0.1051 eV
effective band density for degeneracy check 3.0e-05 angstrom^-3
surface electron density, Boltzmann 2.18e-05 angstrom^-3
rise at D = 1 eV with Fermi-Dirac electrons 0.1421 eV
\end{verbatim}
